\section*{Exchange Self-Energy of the Two-Dimensional Electron Gas and Its Logarithmic Slope}

\section{Definitions and conventions}

Consider electrons in a plane with a uniform neutralising background and the interaction $1/r$. Hartree atomic units are used. The gas is unpolarised and at zero temperature, and for each spin all plane waves with $q<k_F$ are occupied. The density $n$ defines $r_s$ through $n=1/(\pi r_s^2)$. Counting both spins,
\begin{equation}
n=2\,\frac{\pi k_F^2}{(2\pi)^2}=\frac{k_F^2}{2\pi},
\qquad k_F=\frac{\sqrt2}{r_s}.
\end{equation}
The complete elliptic integrals are written with the modulus $m$, where $0\le m<1$:
\begin{equation}
K(m)=\int_0^{\pi/2}\frac{d\theta}{\Delta},\qquad
E(m)=\int_0^{\pi/2}\Delta\,d\theta,\qquad
\Delta=\sqrt{1-m^2\sin^2\theta}.
\end{equation}
The library used in the program takes the parameter $m^2$ as argument instead. Throughout, $x=k/k_F$ and $\delta=|x-1|$.

The self-energy treated here is the Fock term of the Hartree--Fock approximation. In a box of area $A$ the orbitals are $e^{i\mathbf q\cdot\mathbf r}/\sqrt A$. Exchange couples equal spins, and its expectation value in orbital $\mathbf k$ is $-A^{-1}\sum_{\mathbf q}v(|\mathbf k-\mathbf q|)$, summed over occupied $\mathbf q$. Here $v$ is the Fourier transform of the interaction,
\begin{equation}
v(p)=\int d^2r\,\frac{e^{-i\mathbf p\cdot\mathbf r}}{r}
=2\pi\int_0^\infty J_0(pr)\,dr=\frac{2\pi}{p}.
\end{equation}
The background cancels the Hartree term. For a large box the sum becomes $A\int d^2q/(2\pi)^2$, so that
\begin{equation}
\Sigma(k)=-\frac1{2\pi}\int_{q<k_F}\frac{d^2q}{|\mathbf k-\mathbf q|}.
\label{eq:def}
\end{equation}

The result to be derived is
\begin{equation}
\Sigma(k)=
\begin{cases}
-\dfrac{2k_F}{\pi}E(k/k_F), & k\le k_F,\\[2mm]
-\dfrac{2k}{\pi}\left[E(m)-(1-m^2)K(m)\right],\quad m=k_F/k, & k>k_F,
\end{cases}
\label{eq:result}
\end{equation}
together with the law, valid on both sides of $k_F$,
\begin{equation}
\frac{d\Sigma}{dk}=\frac1\pi\left[\ln\frac8\delta-2\right]
+O\!\left(\delta\ln\frac1\delta\right).
\label{eq:log}
\end{equation}
``Logarithmic slope'' means that $d\Sigma/dk$ diverges logarithmically; it does not mean $d\ln|\Sigma|/d\ln k$.

\section{First derivation: rays from the external momentum}

\subsection{The closed form}

Put $\mathbf q=\mathbf k+\mathbf p$ and use polar coordinates $(p,\varphi)$ for $\mathbf p$, with $\varphi$ measured from $\mathbf k$. The area element $p\,dp\,d\varphi$ cancels the factor $1/p$, so each direction contributes the length of its ray inside the Fermi circle. The ray meets the circle where $k^2+p^2+2kp\cos\varphi=k_F^2$, that is, at
\begin{equation}
p_\pm=-k\cos\varphi\pm\sqrt{k_F^2-k^2\sin^2\varphi}.
\end{equation}

For $k<k_F$ the root $p_-$ is negative and the ray runs from $0$ to $p_+$. The cosine integrates to zero over a full turn, and the square root gives four equal quarter-turns:
\begin{equation}
\Sigma(k)=-\frac1{2\pi}\,4\int_0^{\pi/2}\sqrt{k_F^2-k^2\sin^2\varphi}\,d\varphi
=-\frac{2k_F}{\pi}E(x).
\label{eq:inside}
\end{equation}
Apart from the factor $-1$, the self-energy is thus the mean distance from $\mathbf k$ to the Fermi circle, averaged over direction. At the centre this distance is $k_F$, so $\Sigma(0)=-k_F$. At $k=k_F$, $E(1)=1$ gives $\Sigma(k_F)=-2k_F/\pi$.

For $k>k_F$ a ray contributes its chord $p_+-p_-$, and it meets the disc only if it points backwards with $|\sin\varphi|<k_F/k=m$. Measure $\varphi$ now from $-\mathbf k$ and let $\sin\varphi_0=m$. Then
\begin{equation}
\Sigma(k)=-\frac1{2\pi}\int_{-\varphi_0}^{\varphi_0}
2\sqrt{k_F^2-k^2\sin^2\varphi}\,d\varphi
=-\frac2\pi\int_0^{\varphi_0}\sqrt{k_F^2-k^2\sin^2\varphi}\,d\varphi.
\label{eq:chord}
\end{equation}
Substitute $k\sin\varphi=k_F\sin\theta$. The root becomes $k_F\cos\theta$, and since $\cos\varphi=\Delta$, $d\varphi=k_F\cos\theta\,d\theta/(k\Delta)$. Hence
\begin{equation}
\Sigma(k)=-\frac{2k_F^2}{\pi k}\,B(m),\qquad
B(m)=\int_0^{\pi/2}\frac{\cos^2\theta}{\Delta}\,d\theta.
\label{eq:B}
\end{equation}
The identity $m^2\cos^2\theta=\Delta^2-(1-m^2)$ gives $m^2B=E-(1-m^2)K$. With $k_F^2/(km^2)=k$ this is the second line of \eqref{eq:result}. For large $k$, $B\to\pi/4$ and $\Sigma\to-k_F^2/(2k)=-\pi n/k$: the occupied disc acts as if concentrated at its centre.

\subsection{The slope}

Under the integral sign,
\begin{equation}
\frac{dE}{dm}=-\int_0^{\pi/2}\frac{m\sin^2\theta}{\Delta}\,d\theta
=\frac1m\int_0^{\pi/2}\frac{\Delta^2-1}{\Delta}\,d\theta=\frac{E-K}{m}.
\end{equation}
Since $d\Sigma/dk=k_F^{-1}d\Sigma/dx$, equation \eqref{eq:inside} gives
\begin{equation}
\frac{d\Sigma}{dk}=\frac2\pi\,\frac{K(x)-E(x)}{x},\qquad 0<k<k_F.
\label{eq:slopein}
\end{equation}
Outside, differentiate \eqref{eq:chord}. The endpoint moves with $k$, but the integrand vanishes there, so the endpoint contributes nothing. The same substitution then yields
\begin{equation}
\frac{d\Sigma}{dk}=\frac2\pi\int_0^{\varphi_0}
\frac{k\sin^2\varphi\,d\varphi}{\sqrt{k_F^2-k^2\sin^2\varphi}}
=\frac2\pi\int_0^{\pi/2}\frac{m^2\sin^2\theta}{\Delta}\,d\theta
=\frac2\pi\,[K(m)-E(m)].
\label{eq:slopeout}
\end{equation}
Because $\Delta<1$ except at $\theta=0$, $K>E$ and both slopes are positive. The Hartree--Fock orbital energy $k^2/2+\Sigma(k)$ therefore rises with $k$, and the filled circle does contain the lowest orbitals. This makes the state self-consistent; it does not make it the lowest Hartree--Fock state. Its energy per electron, $k_F^2/4$ plus half the mean of $\Sigma$ over the disc, is $k_F^2/4-4k_F/(3\pi)$. A fully polarised gas of the same density has $k_F$ larger by $\sqrt2$ and lies lower for $r_s>3\pi/[8(2-\sqrt2)]=2.011$. At $r_s=2$, the density of the example below, the unpolarised gas is lower by only $0.0007$ hartree per electron.

\subsection{The approach to the Fermi circle}

The logarithm comes from the integral
\begin{equation}
J(\eta)=\int_0^{\pi/2}\frac{du}{\sqrt{\eta^2+\sin^2u}},\qquad \eta\to0.
\end{equation}
Write the numerator as $\cos u+(1-\cos u)$. The first part is elementary,
\begin{equation}
\int_0^{\pi/2}\frac{\cos u\,du}{\sqrt{\eta^2+\sin^2u}}
=\operatorname{arsinh}\frac1\eta=\ln\frac2\eta+O(\eta^2).
\end{equation}
The second part has a finite limit,
\begin{equation}
\int_0^{\pi/2}\frac{1-\cos u}{\sin u}\,du
=\int_0^{\pi/2}\tan\frac u2\,du=\ln2.
\end{equation}
To bound the error of this limit, let $s=\sin u$ and use $1-\cos u\le s^2$ and
\begin{equation}
\frac1s-\frac1{\sqrt{s^2+\eta^2}}
=\frac{\sqrt{s^2+\eta^2}-s}{s\sqrt{s^2+\eta^2}}
\le\frac{\eta^2}{2s^2\sqrt{s^2+\eta^2}}.
\end{equation}
The error is at most $\eta^2J(\eta)/2$, and so
\begin{equation}
J(\eta)=\ln\frac4\eta+O\!\left(\eta^2\ln\frac1\eta\right).
\label{eq:J}
\end{equation}

Setting $\theta=\pi/2-u$ in $K$ gives $K(m)=J(\eta)/m$ with $\eta^2=(1-m^2)/m^2$. On either side of $k_F$ the modulus satisfies $1-m=\delta+O(\delta^2)$, so $\eta^2=2\delta+O(\delta^2)$ and
\begin{equation}
K=\ln\frac4{\sqrt{2\delta}}+O\!\left(\delta\ln\frac1\delta\right)
=\frac12\ln\frac8\delta+O\!\left(\delta\ln\frac1\delta\right).
\end{equation}
For $E$, use $\Delta^2=\cos^2\theta+(1-m^2)\sin^2\theta$:
\begin{equation}
0\le E-1=\int_0^{\pi/2}\frac{(1-m^2)\sin^2\theta}{\Delta+\cos\theta}\,d\theta
\le(1-m^2)K .
\end{equation}
Thus $E=1+O(\delta\ln(1/\delta))$. Inserting both in \eqref{eq:slopein} and \eqref{eq:slopeout} proves \eqref{eq:log}; the factor $1/x$ inside changes only the remainder.

Since $(1-m^2)K\to0$, $\Sigma$ is continuous at $k_F$. Integrating \eqref{eq:log} from there,
\begin{equation}
\Sigma\big(k_F(1\pm\delta)\big)=-\frac{2k_F}{\pi}
\pm\frac{k_F\delta}{\pi}\left[\ln\frac8\delta-1\right]
+k_F\,O\!\left(\delta^2\ln\frac1\delta\right).
\end{equation}
The value is finite, but the graph has a vertical tangent.

\section{Second derivation: the slope from the Fermi circle}

\subsection{A boundary integral}

This route finds the slope first. Let $n(\mathbf q)$ now denote the occupation, one inside the circle and zero outside, and write
\begin{equation}
\Sigma(k)=-\frac1{2\pi}\int\frac{d^2p}{p}\,n(\mathbf k+\mathbf p).
\end{equation}
The derivative along $\hat{\mathbf k}$ acts on the occupation alone, and $\nabla n(\mathbf q)=-\hat{\mathbf q}\,\delta(q-k_F)$, where this $\delta$ is the Dirac function. The two minus signs cancel. With $\theta$ the angle between $\mathbf q$ and $\mathbf k$, for $k\ne k_F$,
\begin{equation}
\frac{d\Sigma}{dk}=\frac{k_F}{2\pi}\int_0^{2\pi}
\frac{\cos\theta\,d\theta}{\sqrt{k^2+k_F^2-2kk_F\cos\theta}}.
\label{eq:circle}
\end{equation}
Nearby points of the circle have $\cos\theta>0$ and the largest weight, which makes the slope positive. At $k=k_F$ the denominator is $2k_F|\sin(\theta/2)|$, and the integrand behaves as $1/|\theta|$: the integral diverges logarithmically.

\subsection{Recovering the elliptic integrals}

Define $a_n$ by $(1-z)^{-1/2}=\sum_{n\ge0}a_nz^n$. Then
\begin{equation}
a_0=1,\qquad a_{n+1}=\frac{2n+1}{2n+2}\,a_n,\qquad
\int_0^{\pi/2}\sin^{2n}\theta\,d\theta=\frac\pi2a_n .
\label{eq:an}
\end{equation}
The last relation holds because integration by parts gives these integrals the same recursion, starting from $\pi/2$.

For $x<1$ the root in \eqref{eq:circle} is $k_F|1-xe^{i\theta}|$, and
\begin{equation}
\frac1{|1-xe^{i\theta}|}=\sum_{j,l\ge0}a_ja_l\,x^{j+l}e^{i(j-l)\theta}.
\end{equation}
Multiplication by $\cos\theta$ and integration select $j-l=\pm1$, each with weight $\pi$. Therefore
\begin{equation}
\frac{d\Sigma}{dk}=\sum_{n\ge0}a_na_{n+1}x^{2n+1}.
\end{equation}
The circle integral fixes $\Sigma$ up to a constant. At the centre, \eqref{eq:def} gives $\Sigma(0)=-(2\pi)^{-1}\,2\pi\int_0^{k_F}dq=-k_F$, so
\begin{equation}
\Sigma(k)=-k_F\left[1-\sum_{n\ge0}\frac{a_na_{n+1}}{2n+2}\,x^{2n+2}\right].
\label{eq:series}
\end{equation}
Integrating the series that defines $a_n$ gives $\sqrt{1-z}=1-\sum_n a_nz^{n+1}/(2n+2)$. With $z=x^2\sin^2\theta$ and \eqref{eq:an}, $E(x)$ equals $\pi/2$ times the bracket in \eqref{eq:series}. This is again $\Sigma=-(2k_F/\pi)E(x)$.

For $k>k_F$ the root is $k|1-me^{i\theta}|$, and the same selection gives $d\Sigma/dk=\sum_n a_na_{n+1}m^{2n+2}$. The constant now comes from infinity: \eqref{eq:def} implies $|\Sigma|\le k_F^2/[2(k-k_F)]\to0$. Integrating inwards,
\begin{equation}
\Sigma(k)=-k_F\sum_{n\ge0}\frac{a_na_{n+1}}{2n+1}\,m^{2n+1}
=-k_F\sum_{n\ge0}\frac{a_n^2}{2n+2}\,m^{2n+1},
\end{equation}
where the recursion was used. On the other side, expanding $1/\Delta$ in $B$ produces the integrals $\int\cos^2\theta\sin^{2n}\theta\,d\theta=(\pi/2)(a_n-a_{n+1})=(\pi/2)a_n/(2n+2)$. The sum is therefore $-(2k_F/\pi)\,mB(m)$, in agreement with \eqref{eq:B}.

\subsection{The logarithm again}

With $u=\theta/2$, \eqref{eq:circle} becomes
\begin{equation}
\frac{d\Sigma}{dk}=\frac2\pi\int_0^{\pi/2}
\frac{1-2\sin^2u}{\sqrt{\delta^2+4x\sin^2u}}\,du .
\end{equation}
The first term in the numerator gives $J(\eta)/(2\sqrt x)$ with $\eta=\delta/(2\sqrt x)$, which tends to $\tfrac12\ln(8/\delta)$ by \eqref{eq:J}. The second tends to $-\int_0^{\pi/2}\sin u\,du=-1$. Their sum times $2/\pi$ is the leading form of \eqref{eq:log}. The divergent $\ln(1/\delta)$ comes from neighbouring points on the circle; the constant $\ln8-2$ depends on the whole circle.

\section{What each derivation assumes}

Both derivations assume plane-wave orbitals, a sharply filled circle and bare exchange. They differ in which of these they exploit.

The first uses the sharp edge to end each ray, and it uses $v\propto1/p$ in two dimensions so that the area element cancels the interaction and a ray contributes just its length. For another interaction the radial integral along the ray must be done instead; with $2\pi/(p+\kappa)$, a ray of length $L$ starting at $\mathbf k$ contributes $L-\kappa\ln(1+L/\kappa)$. It delivers $\Sigma$ with its absolute value and needs no boundary condition. The second needs the sharp edge to reduce the slope to a line integral, and a separate value of $\Sigma$ to fix the constant. Its boundary integral keeps its form for other interactions. Replacing $2\pi/p$ by $2\pi/(p+\kappa)$ and writing $s=\kappa/k_F$, the slope at $k_F$ is
\begin{equation}
\left.\frac{d\Sigma}{dk}\right|_{k_F}
=\frac2\pi\int_0^{\pi/2}\frac{1-2\sin^2u}{2\sin u+s}\,du .
\label{eq:screen}
\end{equation}
This is finite for $s>0$, because the denominator is at least $s$. For small $s$, splitting the numerator as before gives
\begin{equation}
\int_0^{\pi/2}\frac{du}{2\sin u+s}\to
\frac12\left[\ln\frac{1+s/2}{s/2}+\ln2\right]\to\frac12\ln\frac4s,
\end{equation}
and the slope tends to $\pi^{-1}[\ln(4/s)-2]$. Screening thus removes the divergence. So does smoothing the edge: the slope is $-(2\pi)^{-1}\int dp\,d\varphi\;\hat{\mathbf k}\cdot\nabla n(\mathbf k+\mathbf p)$, which is finite when $\nabla n$ is bounded and vanishes outside a bounded region. The divergence therefore arises from the sharp edge and the unscreened $1/p$ at small $p$ acting together. It belongs to the Hartree--Fock spectrum and is not a prediction for the quasiparticles of the interacting gas.

\section{Worked example: $r_s=2$}

Here $k_F=\sqrt2/2=0.7071\ \mathrm{bohr}^{-1}$. The self-energy rises from $\Sigma(0)=-0.7071$ hartree to
\begin{equation}
\Sigma(k_F)=-\frac{2(0.7071)}{\pi}=-0.4502\ \text{hartree}=-12.25\ \mathrm{eV}.
\end{equation}
Exchange therefore widens the occupied band by $0.7071-0.4502=0.2569$ hartree. Added to the free width $k_F^2/2=0.2500$ hartree, this gives $0.5069$ hartree, or $13.79$ eV; at this density the width about doubles. The ratio of Hartree--Fock to free width is $1+(2-4/\pi)/k_F$, which grows linearly with $r_s$.

Near the circle the slopes, in atomic units of velocity, are:
\begin{center}
\begin{tabular}{cccc}
$\delta$ & inside & outside & law \eqref{eq:log}\\
$10^{-1}$ & 0.784 & 0.740 & 0.758\\
$10^{-2}$ & 1.497 & 1.485 & 1.491\\
$10^{-4}$ & 2.957 & 2.957 & 2.957
\end{tabular}
\end{center}
For $\delta=10^{-2}$ the law reads $(\ln800-2)/\pi=1.491$. Each further division of $\delta$ by ten adds $\ln10/\pi\approx0.73$ to the law.

The Hartree--Fock velocity is $V=k+d\Sigma/dk$. Just inside, at $\delta=10^{-2}$, it is $0.700+1.497=2.197$, and the mass $k/V$ is $0.319$ electron masses. As $\delta\to0$ the mass, and with it the density of states $k/(\pi V)$, vanishes as $1/\ln(1/\delta)$. The approach is slow. For $V$ to reach ten times the free value $k_F$, the slope must be $9k_F$, which requires
\begin{equation}
\delta\simeq8\,e^{-2-9\pi k_F}=2.2\times10^{-9}.
\end{equation}

Static Thomas--Fermi screening shows how the picture changes. The free density of states per area is $1/\pi$, so the screened interaction is $(2\pi/p)/[1+(2\pi/p)/\pi]=2\pi/(p+2)$. Thus $\kappa=2\ \mathrm{bohr}^{-1}$ and $s=2.83$, too large for the small-$s$ law. The full integral \eqref{eq:screen} gives a slope of $0.028$, a velocity of $0.707+0.028=0.735$ and a mass of $0.96$ electron masses. This model leaves out dynamical correlation, so its mass illustrates the removal of the divergence and is not an estimate for the real gas.

The numerical check checks the closed forms against a direct momentum sum and quadrature over the disc, and the slopes against finite differences.

\section*{Values computed for the example and the checks}
\begin{verbatim}
rs = 2.0 bohr, kF = 0.707107 bohr^-1
density = 0.079577 bohr^-2
1 hartree = 27.211386 eV
Lattice check: k/kF, sum Sigma/kF, formula Sigma/kF (atomic units)
  0.5  -0.93263  -0.93422
  1.5  -0.35591  -0.35593
k/kF, Sigma (hartree)
  0.0  -0.707107
  0.5  -0.660590
  0.9  -0.527449
  1.0  -0.450158
  1.1  -0.375002
  1.5  -0.251683
  2.0  -0.182899
Sigma(kF) = -12.2494 eV
free bandwidth = 0.250000 hartree
exchange part of bandwidth = 0.256949 hartree
Hartree-Fock bandwidth = 0.506949 hartree
Hartree-Fock bandwidth = 13.7948 eV
exchange energy per electron = -0.300105 hartree
delta, slope inside, slope outside, limiting law (a.u. of velocity)
  1e-01  0.78435  0.73952  0.75822
  1e-02  1.49710  1.48537  1.49116
  1e-03  2.22505  2.22314  2.22409
  1e-04  2.95716  2.95690  2.95703
delta, inside velocity (a.u.), mass k/v (electron masses)
  1e-01  1.42075  0.44793
  1e-02  2.19714  0.31861
  1e-03  2.93145  0.24097
  1e-04  3.66420  0.19296
delta where inside velocity = 10 kF: 2.247e-09 (no unit)
screening kappa = 2.0 bohr^-1, kappa/kF = 2.8284
screened slope at kF = 0.02759 a.u. of velocity
screened velocity at kF = 0.73470 a.u.
screened mass at kF = 0.96244 electron masses
\end{verbatim}
